# Plasmon threshold and inelastic mean free path in an electron gas

**Problem.** A paramagnetic electron gas at zero temperature has $r_s=2$. An electron is added with momentum $k>k_F$. Use the $G_0W_0$ self-energy with the Lindhard (RPA) dielectric function $\epsilon(q,\omega)$, evaluated on shell: energy $E_k=k^2/2$, velocity $k$, no renormalization factor, no exchange or vertex terms in the screening. The decay rate is $\Gamma=2|\mathrm{Im}\,\Sigma(k,E_k)|$ and the inelastic mean free path is $\lambda=k/\Gamma$. (a) Find the smallest $k$ at which the electron can emit an undamped plasmon. (b) Compute $\lambda(k)$ and locate its minimum above that threshold.

Hartree atomic units are used. The density is $n=3/(4\pi r_s^3)=k_F^3/3\pi^2$, so $k_F=(9\pi/4)^{1/3}/r_s=0.95958$ bohr$^{-1}$, $E_F=k_F^2/2=0.46040$ Ha and $\omega_p=\sqrt{4\pi n}=\sqrt{3/r_s^3}=0.61237$ Ha.

## A tempting solution

The electron must end in an empty state, so it can lose at most $E_k-E_F$, and the threshold process leaves it on the Fermi surface. With plasmon energy $\omega_p$ this reads $k^2/2-k_F^2/2=\omega_p$, or $k=\sqrt{k_F^2+2\omega_p}=1.52647\,k_F$. Momentum and dispersion refine the estimate. A jump from $k$ to the Fermi surface transfers $q\ge k-k_F$. The top of the pair continuum, $\omega_+(q)=qk_F+q^2/2$, grows with $q$, so
$$\omega_+(q)\ge (k-k_F)k_F+\tfrac12(k-k_F)^2=\tfrac12(k^2-k_F^2).$$
The energy lost never exceeds $\omega_+(q)$, whereas an undamped plasmon lies above $\omega_+$ and meets it only at the cutoff $q_c$. Equality needs $q=k-k_F=q_c$, so the threshold is $k_F+q_c=1.72904\,k_F$. For (b), $\lambda=k\tau$ is shortest where the lifetime $\tau=1/\Gamma$ is shortest. The rate peaks at $k=2.68\,k_F$ with $\Gamma=0.3534$ Ha, which gives $\lambda=2.68\times0.95958/0.3534\approx7.3$ bohr.

## The faults

The inequality is correct. It proves that a process ending on the Fermi surface can emit an undamped plasmon only at $k=k_F+q_c$, which disposes of $1.52647\,k_F$. The fault is the first sentence: the Pauli principle limits the energy loss, but nothing shows that the limit is reached at threshold. The processes that end above $k_F$ were never examined, and they open earlier. In (b) the factor $k$ in $\lambda=k/\Gamma$ was treated as constant. Both repairs need the rate and the dispersion $\omega_{pl}(q)$ written out.

## The decay rate

The self-energy is $\Sigma(k,E)=i\int\frac{d^3q}{(2\pi)^3}\int\frac{d\omega}{2\pi}G_0(\mathbf k-\mathbf q,E+\omega)W(q,\omega)$, where $W$ is even in $\omega$. The bare part $v_q=4\pi/q^2$ of $W$ gives the real exchange term. The rest has the time-ordered spectral form
$$W^c(q,\omega)=\int_0^\infty d\Omega\, b(q,\Omega)\Big[\frac1{\omega-\Omega+i\eta}-\frac1{\omega+\Omega-i\eta}\Big].$$
For $\omega>0$ only the first term is singular, so $\mathrm{Im}\,W=-\pi b$. Since $W=v_q/\epsilon$, this gives $b=v_qL/\pi$ with the loss function $L=\mathrm{Im}[-1/\epsilon(q,\omega+i0)]\ge0$.

For an empty state of energy $\varepsilon$, $G_0=1/(E+\omega-\varepsilon+i\eta)$ has its pole below the real $\omega$ axis. Closing above encloses only $\omega=-\Omega+i\eta$, with residue $-bG_0$, and the prefactor is $i\cdot2\pi i/2\pi=-1$. The result is $b/(E-\varepsilon-\Omega+2i\eta)$. For an occupied state the pole of $G_0$ lies above; closing below (clockwise, prefactor $+1$) encloses $\omega=\Omega-i\eta$ and gives $b/(E-\varepsilon+\Omega-2i\eta)$. The imaginary parts are $-\pi b\,\delta(E-\varepsilon-\Omega)$ and $+\pi b\,\delta(E-\varepsilon+\Omega)$. The second needs $\varepsilon=E+\Omega>E_F$ in an occupied state and vanishes for $E>E_F$. The amplitude evolves as $e^{-i(E_k+\Sigma)t}$, so the probability decays at the rate $-2\,\mathrm{Im}\,\Sigma$:
$$\Gamma=2\int\frac{d^3q}{(2\pi)^3}\,v_q\,L(q,E_k-E_{\mathbf k-\mathbf q}),\qquad k_F<|\mathbf k-\mathbf q|<k .$$
No spin sum appears, because $W$ conserves the spin of the electron. With $\mu$ the cosine between $\mathbf k$ and $\mathbf q$, the loss is $\omega=kq\mu-q^2/2$, so $d\mu=d\omega/kq$ and $d^3q=2\pi q^2dq\,d\omega/kq$. The prefactor is $2\cdot2\pi\cdot4\pi/(8\pi^3k)=2/\pi k$:
$$\Gamma=\frac{2}{\pi k}\int\frac{dq}{q}\int_0^{w(q)}L\,d\omega,\qquad w=\min\big(kq-\tfrac12q^2,\;E_k-E_F\big).\tag1$$
The first bound is $\mu\le1$ and the second is the Pauli principle. The Pauli bound is the smaller one when $kq-q^2/2\ge(k^2-k_F^2)/2$, that is $(k-q)^2\le k_F^2$, or $k-k_F\le q\le k+k_F$.

## The dielectric function

The RPA has $\epsilon=1-v_q\chi_0$ with $\chi_0=2\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\big[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\big]$ and $\Delta=pq\mu+q^2/2$. Set $p=k_Fs$, $z=q/2k_F$, $u=\omega/qk_F$. The denominators become $qk_F(u-z-s\mu)$ and $qk_F(u+z+s\mu)$. The angular integral is $\int_{-1}^1d\mu/(a\mp s\mu)=s^{-1}\ln\frac{a+s}{a-s}$. The function $as+\frac12(s^2-a^2)\ln\frac{a+s}{a-s}$ has the $s$-derivative $s\ln\frac{a+s}{a-s}$, so the radial integral from 0 to 1 is $a+g(a)/2$ with
$$g(a)=(1-a^2)\ln\frac{a+1}{a-1},\qquad g'(a)=2-2a\ln\frac{a+1}{a-1}.$$
Then $\chi_0=\frac{k_F^2}{2\pi^2q}\big[(u-z)-(u+z)+\frac12g(u-z)-\frac12g(u+z)\big]$. Since $g$ is odd and $q=2k_Fz$,
$$\epsilon=1+\frac{k_{TF}^2}{q^2}f,\qquad f=\frac12+\frac{g(z-u)+g(z+u)}{8z},\qquad k_{TF}^2=\frac{4k_F}{\pi}=1.22177\ \text{bohr}^{-2}.$$
On the real axis, with $\omega+i0$, the argument $z-u$ carries $-i0$ and its logarithm acquires $+i\pi$ when $|z-u|<1$; the argument $z+u$ carries $+i0$ and acquires $-i\pi$ when $z+u<1$. With $(y)_+=\max(y,0)$,
$$\mathrm{Im}f=\frac{\pi}{8z}\Big[(1-(u-z)^2)_+-(1-(u+z)^2)_+\Big]\ge0 .$$
It vanishes above $u=1+z$, which is $\omega_+$, and for $q>2k_F$ below $u=z-1$, which is $\omega_-=q^2/2-qk_F$.

For large $|a|$, $g=-2a+4/3a+\dots$; the terms $-2a$ cancel the $\frac12$ and leave $f\to-1/3(u^2-z^2)$. Hence $\epsilon\to1-k_{TF}^2k_F^2/3\omega^2=1-\omega_p^2/\omega^2$ at large $u$. The dispersion relation $1/\epsilon-1=\frac2\pi\int\omega'L\,d\omega'/(\omega^2-\omega'^2)$, compared with $+\omega_p^2/\omega^2$ at large $\omega$, gives the f-sum rule $\int_0^\infty\omega L\,d\omega=\pi\omega_p^2/2$.

Above the continuum $\epsilon=1-\frac2\pi\int\omega'\,\mathrm{Im}\,\epsilon\,d\omega'/(\omega^2-\omega'^2)$ is real and rises monotonically to 1. It has one zero $\omega_{pl}(q)$ if it is negative at $\omega_+$ and none otherwise. At $u=1+z$, $g(-1)=0$ and $1-(1+2z)^2=-4z(1+z)$, so
$$\epsilon_{\rm edge}(q)=1+\frac{k_{TF}^2}{q^2}\Big[\frac12-\frac{1+z}{2}\ln\Big(1+\frac1z\Big)\Big].$$
The derivative of $(1+z)\ln(1+1/z)$ is $\ln(1+1/z)-1/z<0$, so the bracket rises from $-\infty$ to $0$, $\epsilon_{\rm edge}$ rises from $-\infty$ to 1, and its single zero is $q_c=0.69957$ bohr$^{-1}=0.72904\,k_F$. Near the plasmon $\epsilon\approx\epsilon_\omega(\omega-\omega_{pl}+i0)$ with $\epsilon_\omega=\partial\epsilon/\partial\omega>0$, so $L$ contains $\pi\delta(\omega-\omega_{pl})/\epsilon_\omega$. From $\partial u/\partial\omega=1/qk_F$, $\partial z/\partial q=z/q$ and $\partial u/\partial q=-u/q$,
$$\epsilon_\omega=\frac{k_{TF}^2f_u}{q^3k_F},\qquad \epsilon_q=\frac{k_{TF}^2}{q^3}(-2f+zf_z-uf_u),$$
$$f_u=\frac{g'(z+u)-g'(z-u)}{8z},\qquad f_z=-\frac{f-\frac12}{z}+\frac{g'(z-u)+g'(z+u)}{8z}.$$
Differentiating $\epsilon(q,\omega_{pl}(q))=0$ gives the group velocity $v_g=-\epsilon_q/\epsilon_\omega$.

## The threshold

The bound $\mu\le1$ requires $\omega_{pl}\le kq-q^2/2$, or
$$k\ge K(q)=\frac{\omega_{pl}(q)}{q}+\frac q2 .$$
When this holds for $q<q_c$, the triangle inequality and $\omega_{pl}>\omega_+$ give
$$|\mathbf k-\mathbf q|\ge k-q\ge\frac{\omega_{pl}}q-\frac q2>k_F .$$
The final state is always empty. Pauli blocking never acts on the emission of an undamped RPA plasmon, and the threshold is kinematic: $k_{th}=\min_{0<q\le q_c}K(q)$. The tempting answer is the endpoint value $K(q_c)=k_F+q_c$, which would be right only if $K$ were still falling there.

The slope is $K'=(v_g-\omega_{pl}/q+q/2)/q$. Put $x=\omega_{pl}-\omega_+$ and $\gamma=k_F+q-v_g$, the difference between the slope of the edge and that of the plasmon. Then $\omega_{pl}/q=k_F+q/2+x/q$ and
$$K'=1-\frac{\gamma}{q}-\frac{x}{q^2}.$$
As $q\to q_c$, $x\to0$. For $\gamma$, note that $z-u=-1-x/qk_F$, so $g'(z-u)\approx2+2\ln(x/2qk_F)$ and $\epsilon_\omega=C\ln(1/x)+\text{const}$, with $C=k_{TF}^2/(4zq^3k_F)=2.5505$ Ha$^{-1}$ at $q_c$. From the definition of $v_g$, $\gamma\,\epsilon_\omega=\epsilon_q+(k_F+q)\epsilon_\omega$, which is the $q$-derivative of $\epsilon$ at fixed distance $x$ from the edge. In that derivative the singular $g'(z-u)$ is multiplied by $\partial(z-u)/\partial q=x/q^2k_F$, and $x\ln x\to0$, so the limit is the finite number $\epsilon_{\rm edge}'(q_c)=3.7846$ bohr. Therefore
$$\frac1\gamma=\frac{C}{\epsilon'_{\rm edge}}\ln\frac1x+\text{const},\qquad \frac{C}{\epsilon'_{\rm edge}}=\frac{2.5505}{3.7846}=0.6739 ,$$
and the slope tested on the computed dispersion agrees, 0.67390 against 0.67391. The plasmon joins the edge tangentially but only logarithmically: $\gamma$ is 0.333 at $1-q/q_c=10^{-2}$ and still 0.076 at $10^{-8}$. The limit is $K'(q_c)=1>0$. Since $K\approx\omega_p/q\to\infty$ at small $q$, the minimum lies at an interior point $q^*<q_c$, and $k_{th}<k_F+q_c$ strictly, at any $r_s$ within the RPA. At $q^*$, $K'=0$ gives $v_g=\omega_{pl}/q^*-q^*/2=k_{th}-q^*$: the plasmon wave packet and the outgoing electron travel in the same direction at the same speed.

At $r_s=2$, $K/k_F$ is 1.83214, 1.73183, 1.71429 and 1.71651 at $q/k_F=0.50$, 0.60, 0.65 and 0.70, and 1.72904 at $q_c$. Solving $K'=0$ gives $q^*=0.64276$ bohr$^{-1}=0.66983\,k_F$ and $\omega_{pl}(q^*)=0.84981$ Ha, so
$$k_{th}=\frac{0.84981}{0.64276}+\frac{0.64276}{2}=1.3221+0.3214=1.6435\ \text{bohr}^{-1}=1.7127\,k_F .$$
The energy is $E_{th}=1.3506$ Ha $=36.75$ eV from the band bottom, $24.22$ eV above $E_F$. The outgoing momentum is $1.64351-0.64276=1.00075$ bohr$^{-1}=1.0429\,k_F$, equal to $v_g(q^*)$, and the final energy $1.35056-0.84981=0.50075$ Ha lies $0.040$ Ha above $E_F$. Relative to $k_{th}$, the value $k_F+q_c$ is 1.0% too high and $\sqrt{k_F^2+2\omega_p}$ is 11% too low. A route that never uses the dispersion, the root in $k$ of $\max_q\epsilon(q,kq-q^2/2)=0$ over $0.3k_F<q<k-k_F$, returns the same 1.643508, and $K$ stays above $k_{th}$ on a 400-point grid in $q$.

## The plasmon rate and its onset

The argument above shows that $K$ has an interior minimum; that it has only one is taken from the computed dispersion. The delta function in (1) then contributes between the two solutions of $K(q)=k$:
$$\Gamma_{pl}=\frac2k\int_{q_1}^{q_2}\frac{dq}{q\,\epsilon_\omega(q,\omega_{pl})},$$
with $q_2=q_c$ once $k\ge k_F+q_c$. Near threshold $K\approx k_{th}+\frac12K''(q-q^*)^2$, so $q_2-q_1=2\sqrt{2(k-k_{th})/K''}$. Differentiating $qK'=v_g-\omega_{pl}/q+q/2$ at $q^*$, where $K'=0$, gives $q^*K''=\omega_{pl}''-v_g/q^*+\omega_{pl}/q^{*2}+\frac12$. The condition $\omega_{pl}/q^*-v_g=q^*/2$ makes the two middle terms, $(\omega_{pl}/q^*-v_g)/q^*$, sum to $\frac12$, so $K''=(1+\omega_{pl}'')/q^*=5.3426/0.64276=8.312$ bohr. The integrand is constant to leading order, with $\epsilon_\omega(q^*)=6.2263$ Ha$^{-1}$:
$$\Gamma_{pl}\approx A\sqrt{k-k_{th}},\qquad A=\frac{4\sqrt{2/K''}}{k_{th}q^*\epsilon_\omega}=\frac{4\times0.49053}{1.64351\times0.64276\times6.2263}=0.2983\ \text{Ha bohr}^{1/2}.$$
The full integral at $k-k_{th}=10^{-6}$ bohr$^{-1}$ reproduces this coefficient. At $k=1.72\,k_F$, where the tempting solution forbids emission, $k-k_{th}=0.00726\times0.95958=0.00697$ bohr$^{-1}$ and the leading term gives $0.2983\times0.0835=0.0249$ Ha, 2% above the full value $0.02437$ Ha.

## Pairs and the two limits

The continuum part of (1) has three ranges. For $q<k-k_F$, $w=kq-q^2/2$ exceeds $\omega_+$, since $k-q/2>k_F+q/2$, and the whole continuum is open. For $k-k_F<q<k+k_F$ it is cut at $E_k-E_F$. For $q>k+k_F$, $w<\omega_-$ and nothing contributes. Hence
$$\Gamma_{pair}=\frac2{\pi k}\Big[\int_0^{k-k_F}\frac{dq}q\int_{\max(0,\omega_-)}^{\omega_+}L\,d\omega+\int_{k-k_F}^{k+k_F}\frac{dq}q\int_{\max(0,\omega_-)}^{E_k-E_F}L\,d\omega\Big],$$
with $L=\mathrm{Im}\,\epsilon/|\epsilon|^2$.

For $k\to k_F$ the first range shrinks to zero and $\omega$ is small. For $u+z<1$ the bracket in $\mathrm{Im}f$ is $4uz$, so $\mathrm{Im}f=\pi u/2$ and $\mathrm{Im}\,\epsilon=2\omega/q^3$, and $|\epsilon|$ takes its static value. The frequency integral is $(E_k-E_F)^2/(q^3\epsilon_0^2)$, so to leading order
$$\Gamma\to\frac{2(E_k-E_F)^2}{\pi k_F}\int_0^{2k_F}\frac{dq}{[q^2+k_{TF}^2f(z,0)]^2}=0.384\ \text{Ha}^{-1}\,(E_k-E_F)^2 .$$
At $k=1.001\,k_F$ the full rate gives 0.38325, 0.2% below the limit 0.38407. Thus $\lambda\to\infty$ at the Fermi surface.

For $k\to\infty$ the lower root is $q_1\approx\omega_p/k$, where $\epsilon\approx1-\omega_p^2/\omega^2$ and $\epsilon_\omega=2/\omega_p$. Then $\Gamma_{pl}\approx(\omega_p/k)(\ln k+\text{const})$. In the pair term at large $q$ the loss sits near $\omega=q^2/2$, the f-sum rule gives $\int L\,d\omega\approx\pi\omega_p^2/q^2$, and $\int dq/q^3$ converges, so pairs add only a constant to $k\Gamma$. Hence $k\Gamma/\omega_p=\ln k+\text{const}$; the computed logarithmic slope between $20$ and $40\,k_F$ is 1.003. The mean free path grows as $k^2/(\omega_p\ln k)$ at leading logarithmic order.

## The minimum

The slope is $\lambda'=(\Gamma-k\Gamma')/\Gamma^2$. Just above $k_{th}$, $\Gamma'_{pl}=A/(2\sqrt{k-k_{th}})$ diverges, so $\lambda$ falls with infinite slope from its threshold value $1.6435/0.11136=14.76$ bohr $=7.81$ Å. Since $\lambda\to\infty$ at large $k$, a minimum exists above threshold. There $\Gamma'=\Gamma/k>0$: the rate is still rising, and the shortest path cannot coincide with the shortest lifetime, where $\Gamma'=0$ and $\lambda'=1/\Gamma>0$.

The integrals were done by Gauss rules graded toward each singular point.

| $k/k_F$ | $\Gamma_{pair}$ (Ha) | $\Gamma_{pl}$ (Ha) | $\lambda$ (bohr) |
|-|-|-|-|
| 1.30 | 0.0218 | 0 | 57.3 |
| 1.70 | 0.1071 | 0 | 15.23 |
| 1.72 | 0.1139 | 0.0244 | 11.93 |
| 1.80 | 0.1463 | 0.0715 | 7.93 |
| 2.00 | 0.1775 | 0.1233 | 6.38 |
| 2.25 | 0.1822 | 0.1567 | 6.37 |
| 3.00 | 0.1578 | 0.1917 | 8.24 |
| 8.00 | 0.0654 | 0.1543 | 34.9 |

A 21-point scan from $1.1$ to $8\,k_F$ shows one local minimum. Refining it gives $k_{min}=2.028$ bohr$^{-1}=2.11\,k_F$, so $E=2.028^2/2=2.056$ Ha $=56.0$ eV, or 43.4 eV above $E_F$. The emitted plasmons span $q_1=0.367$ to $q_2=q_c=0.700$ bohr$^{-1}$. The rates are $\Gamma_{pair}=0.1820$ Ha and $\Gamma_{pl}=0.1411$ Ha, with unrounded sum 0.3230 Ha, so
$$\lambda_{min}=\frac{2.028}{0.3230}=6.28\ \text{bohr}=3.32\ \text{Å},\qquad \tau=\frac1{0.3230}=3.10\ \text{a.u.}=0.075\ \text{fs}.$$
The tempting value of 7.3 bohr, taken at the maximum of $\Gamma$, is 16% above $\lambda_{min}$. The minimum is flat: at $2.00$ and $2.25\,k_F$ the path is within 2% of it.

The table shows that the pole does not dominate at the minimum. It supplies a fraction 0.437 of $\Gamma$, and $\Gamma_{pair}$ itself climbs from 0.107 to 0.178 Ha between $1.70$ and $2.00\,k_F$. The pole loses strength to the continuum on approaching the cutoff: it carries 0.986 of the f-sum at $q=0.4\,k_F$, 0.603 at $0.7\,k_F$, and none at $q_c$, where $1/\epsilon_\omega\to0$. It is a conjecture, not separately tested, that much of the climb of $\Gamma_{pair}$ comes from this transferred weight, a Landau-damped plasmon near the top of the continuum that becomes accessible as $k-k_F$ passes $q_c$. A calculation with the pole alone would at $k_{min}$ overestimate $\lambda$ by the factor $1/0.437\approx2.3$.

The total rate does not depend on the split into pole and pairs, and this gives an independent test. The retarded $1-1/\epsilon$ is analytic in the upper half plane and its imaginary part on the real axis is $L$, so $\int_0^wL\,d\omega$ equals the imaginary part of its integral along a semicircle from 0 to $w$, with no pole term added by hand. At five momenta on both sides of threshold the two routes differ by less than $10^{-8}$ of the rate (largest deviation $7.4\times10^{-9}$), and the contour gives the same $k_{min}$ and $\lambda_{min}$. The reduction to (1) is tested against a direct integral over final states at broadening 0.03 Ha and $k=2.5\,k_F$, where both sides give 0.34124 Ha.

## Where the result fails

The sharp threshold and the square-root onset rest on $\mathrm{Im}\,\epsilon=0$ above $\omega_+$. That holds in the RPA for a uniform gas at zero temperature. Decay into two pairs, interband transitions in a crystal and thermal smearing all put weight above $\omega_+$, give the plasmon a width and round the onset. The thermal part is small at ordinary temperatures: a pair that absorbs the plasmon at $q^*$ must start from momentum at least $\omega_{pl}/q^*-q^*/2=1.00075$ bohr$^{-1}$, 0.040 Ha above $E_F$, so the width carries the factor $e^{-0.040\,{\rm Ha}/k_BT}$, about $e^{-42}$ at 300 K, and becomes comparable to the 0.70 eV between the two thresholds only near $10^4$ K. In any case the 1% gap between $k_{th}$ and $k_F+q_c$ is a statement about this model. The on-shell rate is the leading order in $W$. At the minimum $\Gamma/(E_k-E_F)=0.323/(2.056-0.460)=0.20$, and $\lambda$ is about twice the electron wavelength $2\pi/2.028=3.10$ bohr, so the state is a broad resonance. The shift of the quasiparticle energy, the renormalization factor, the change of velocity and exchange between the fast electron and the excited one are omitted and are not estimated here, so the digits of $\lambda_{min}$ define the stated approximation and not a measurable length to that precision.

## Values computed for the example and the checks

```
rs = 2.0 bohr, kF = 0.95958 1/bohr, kTF^2 = 1.22177 1/bohr^2
EF = 0.46040 Ha = 12.528 eV, wp = 0.61237 Ha = 16.664 eV
qc = 0.69957 1/bohr, qc/kF = 0.72904, w_pl(qc) = 0.91600 Ha
q/kF = 0.30: w_pl = 0.65104 Ha, K/kF = 2.50679
q/kF = 0.50: w_pl = 0.72841 Ha, K/kF = 1.83214
q/kF = 0.60: w_pl = 0.79105 Ha, K/kF = 1.73183
q/kF = 0.65: w_pl = 0.83151 Ha, K/kF = 1.71429
q/kF = 0.70: w_pl = 0.88079 Ha, K/kF = 1.71651
q* = 0.64276 1/bohr, q*/kF = 0.66983, w_pl(q*) = 0.84981 Ha
v_g(q*) = 1.00075 a.u., final momentum (kth-q*)/kF = 1.04291
kth = 1.643508 1/bohr (without dispersion: 1.643508), kth/kF = 1.71274
E_th = 1.35056 Ha = 36.75 eV; E_th-EF = 0.89016 Ha = 24.22 eV
estimates: sqrt(kF^2+2wp)/kF = 1.52647, (kF+qc)/kF = 1.72904
1-q/qc = 1e-02: kF+q-v_g = 0.33310 a.u.
1-q/qc = 1e-04: kF+q-v_g = 0.15546 a.u.
1-q/qc = 1e-06: kF+q-v_g = 0.10210 a.u.
1-q/qc = 1e-08: kF+q-v_g = 0.07644 a.u.
C = 2.55052 1/Ha, eps_edge'(qc) = 3.78464 bohr
tangency slope: numeric 0.67390, C/eps_edge' = 0.67391 a.u.
w_pl''(q*) = 4.3426 a.u., K''(q*) = 8.3120 bohr, eps_w(q*) = 6.2263 1/Ha
onset A = 0.29831 Ha bohr^1/2 (numeric at k-kth = 1e-6/bohr: 0.29831)
pole share of f-sum: q=0.4kF 0.9862, q=0.7kF 0.6028
at kth: Gamma_pair = 0.11136 Ha, lambda = 14.758 bohr = 7.810 A
k/kF  Gamma_pair(Ha)  Gamma_pl(Ha)  lambda(bohr)
1.10  0.00292  0.00000  361.791
1.30  0.02176  0.00000  57.316
1.50  0.05615  0.00000  25.634
1.70  0.10712  0.00000  15.229
1.72  0.11395  0.02437  11.932
1.74  0.12314  0.04293  10.054
1.80  0.14632  0.07153  7.928
2.00  0.17753  0.12328  6.380
2.25  0.18222  0.15673  6.370
2.50  0.17625  0.17524  6.825
2.75  0.16732  0.18582  7.473
3.00  0.15784  0.19169  8.236
4.00  0.12517  0.19417  12.020
6.00  0.08625  0.17452  22.078
8.00  0.06538  0.15433  34.941
local minima of lambda on the 21-point grid 1.1-8 kF: 1
k_min = 2.028 1/bohr, k_min/kF = 2.113 (contour 2.113)
E_min = 2.056 Ha = 56.0 eV; E-EF = 43.4 eV
lambda_min = 6.2779 bohr = 3.322 A (contour 6.2779 bohr)
at k_min: q1 = 0.3669, q2 = 0.6996 1/bohr
at k_min: Gamma_pair = 0.1820 Ha, Gamma_pl = 0.1411 Ha, sum = 0.3230 Ha
at k_min: pole share = 0.437, tau = 0.0749 fs
max of Gamma: k/kF = 2.68, Gamma = 0.3534 Ha
largest relative deviation real axis vs contour = 7.4e-09
k=2.5kF, eta=0.03 Ha: final-state integral 0.34124 Ha, contour 0.34124 Ha
Gamma/(E-EF)^2: limit 0.38407 1/Ha, at k=1.001kF 0.38325 1/Ha
d(k Gamma/wp)/d ln k between 20 and 40 kF = 1.0031
```
